# Gaussian Site Energies: The Effective Formation Energy and Its Limits

Let the formation energy $E$ of a defect vary from site to site in a disordered alloy, with a Gaussian distribution of mean $E_0$ and standard deviation $\sigma$. Define an effective energy by $\langle e^{-E/kT}\rangle=e^{-E_{\rm eff}/kT}$, where the brackets average over sites. Three properties fix its form.

Adding a constant to every $E$ adds the same constant to $E_{\rm eff}$. The difference $E_{\rm eff}-E_0$ therefore depends on $\sigma$ and $kT$ alone, and dimensions require

$$E_{\rm eff}=E_0-kT\,\phi(s),\qquad s=\frac{\sigma}{kT}.$$

Next, split the fluctuation into two independent Gaussian parts with widths $\sigma_1$ and $\sigma_2$. Their sum is Gaussian with $\sigma^2=\sigma_1^2+\sigma_2^2$, and the average of the exponential factorizes. Hence $\phi(\sqrt{s_1^2+s_2^2})=\phi(s_1)+\phi(s_2)$. A continuous function with this property is linear in $s^2$, so $\phi=Cs^2$ and the shift is $-C\sigma^2/kT$. The argument leaves the number $C$ open; the theorem supplies it.

## Setting and theorem

Write $\beta=1/kT$. The energy $E$ includes the chemical potentials of the atoms added or removed, so a site is either without the defect, with weight 1, or with it, with weight $x=e^{-\beta E}$. The assumptions are:

- each site holds at most one defect, with no internal degeneracy;
- defects do not interact;
- the atomic arrangement is frozen, meaning that it does not respond to the defect;
- $E_0$, $\sigma$ and the chemical potentials are held fixed when $T$ is varied.

The occupation of one site and the site fraction are

$$f(E)=\frac{x}{1+x}=\frac{1}{1+e^{\beta E}},\qquad c=\langle f\rangle .$$

The dilute approximation replaces $f$ by $x$ and gives $c_B=\langle x\rangle$.

**Theorem.** For Gaussian site energies,

$$c_B=e^{-E_{\rm eff}/kT},\qquad E_{\rm eff}=E_0-\frac{\sigma^2}{2kT}.$$

The relative error $R=1-c/c_B$ caused by neglecting saturation obeys

$$0\le R\le \exp\!\left(-\frac{E_0}{kT}+\frac{3\sigma^2}{2(kT)^2}\right).$$

If $E_0>0$, then $R=\tfrac12$ at $kT_h=\sigma^2/E_0$, and $R>\tfrac12$ at every lower temperature.

### Lemma 1: the weighted distribution

**Lemma.** Weighting the Gaussian with $e^{-\beta E}$ and normalizing gives a Gaussian of the same width $\sigma$, centred at

$$E_*=E_0-\frac{\sigma^2}{kT}.$$

**Proof.** Put $u=E-E_0$. The exponent of the weighted integrand is

$$-\frac{u^2}{2\sigma^2}-\beta E_0-\beta u
=-\frac{(u+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}-\beta E_0 ,$$

because the expanded square contributes $-u^2/2\sigma^2-\beta u-\beta^2\sigma^2/2$, and the added positive term cancels the last piece. The first term on the right is a Gaussian centred at $u=-\beta\sigma^2$, and its integral with the original prefactor is one. The other terms do not depend on $u$, so

$$c_B=e^{-\beta E_0+\beta^2\sigma^2/2}.$$

Taking $-kT\ln c_B$ gives $E_{\rm eff}=E_0-\beta\sigma^2/2$, hence $C=\tfrac12$. This proves the first part of the theorem. ∎

**Remark: free energy and slope.** Differentiating $\ln c_B=-\beta E_0+\beta^2\sigma^2/2$ gives

$$-\frac{d\ln c_B}{d\beta}=E_0-\beta\sigma^2=E_* .$$

The slope of an Arrhenius plot is thus shifted by $\sigma^2/kT$, twice the shift of $E_{\rm eff}$. The two agree thermodynamically: $E_{\rm eff}$ is a free energy, its entropy is $-dE_{\rm eff}/dT=-\sigma^2/(2kT^2)$, and $E_{\rm eff}+T(-dE_{\rm eff}/dT)=E_0-\sigma^2/kT=E_*$. The entropy is negative because defects concentrate on favourable sites instead of spreading evenly over all of them. When $R\ll1$, $E_*$ is the mean energy of the occupied sites; a small $c$ alone does not ensure this.

### Lemma 2: saturation

**Lemma.** $R$ equals the mean of $f$ over the Gaussian of width $\sigma$ centred at $E_*$.

**Proof.** Since $x-f=x-x/(1+x)=x^2/(1+x)=xf$,

$$R=\frac{\langle x\rangle-\langle f\rangle}{\langle x\rangle}=\frac{\langle xf\rangle}{\langle x\rangle}.$$

The last ratio is the average of $f$ with the weight of Lemma 1. ∎

**Proof of the rest of the theorem.** As $f\ge0$, $R\ge0$. As $f\le x$, $R\le\langle x^2\rangle/\langle x\rangle$. Replacing $\beta$ by $2\beta$ in the Gaussian average gives $\langle x^2\rangle=e^{-2\beta E_0+2\beta^2\sigma^2}$. Division by $\langle x\rangle$ leaves the exponent $-\beta E_0+\tfrac32\beta^2\sigma^2$, which is the stated bound.

For the half-error point, use $f(E)+f(-E)=1$. If $E_*=0$, the weighted Gaussian is even, so the means of $f(E)$ and $f(-E)$ are equal and each is $\tfrac12$. The condition $E_*=0$ reads $kT_h=\sigma^2/E_0$. At lower temperature $E_*<0$. Because $f$ decreases with $E$, moving the centre below zero raises its mean above $\tfrac12$. ∎

A sufficient condition for a relative error no larger than $\varepsilon$ follows from the bound:

$$E_0\ge\frac{3\sigma^2}{2kT}+kT\ln\frac1\varepsilon .$$

The first term guards against filling the low-energy tail, the second against filling ordinary sites. At fixed positive $E_0$ the second grows with temperature. Indeed, for $T\to\infty$ both $\beta E_0$ and $\beta\sigma$ vanish, all sites become half filled, and $R\to\tfrac12$ again. The dilute formula therefore has at best a window of use, with a lower and an upper edge.

**Remark: the cold limit.** The second derivative of $\ln c_B$ with respect to $\beta$ is $\sigma^2>0$, so $c_B$ has its minimum at $T_h$. On further cooling it rises without limit, which no site fraction can do. The true frozen fraction follows from integration by parts. Let $g$ be the density of site energies and $G(E)$ the fraction of sites below $E$. Then

$$c=\int g f\,dE=\int G(E)\left(-\frac{df}{dE}\right)dE .$$

The factor $-df/dE$ is even, has unit area and second moment $\pi^2(kT)^2/3$. Expanding $G$ about zero to second order, with $G''(0)=g'(0)=g(0)E_0/\sigma^2$, gives

$$c\simeq\Phi\!\left(-\frac{E_0}{\sigma}\right)+\frac{\pi^2}{6}(kT)^2\,g(0)\frac{E_0}{\sigma^2},$$

where $\Phi$ is the cumulative standard normal distribution. For $E_0$ well above $\sigma$ the expansion needs $kT\ll\sigma^2/E_0=kT_h$, since $\sigma^2/E_0$ is the energy over which $g$ changes near zero. In the limit $T\to0$, the sites with negative $E$ are filled and the others are empty.

**Remark: mobile surroundings.** Suppose instead that the atoms around the site equilibrate as well. Let arrangement $\alpha$ have energy $H_\alpha$ without the defect and $H_\alpha+E_\alpha$ with it. The ratio of the two partition sums is

$$\frac{c}{1-c}=\frac{\sum_\alpha e^{-\beta(H_\alpha+E_\alpha)}}{\sum_\alpha e^{-\beta H_\alpha}}=\langle e^{-\beta E}\rangle_{\rm free},$$

an average over the defect-free ensemble. When $R\ll1$ this equals the frozen result for the same distribution of $E$. Once sites saturate, the two differ: $c=c_B/(1+c_B)$ replaces $\langle x/(1+x)\rangle$. The factor of two at $T_h$ belongs to frozen surroundings.

For a vacancy, $\alpha$ here describes the surroundings only, and the species of the removed atom is fixed. If that atom can also be any of $n$ species, the $n$ defect-free states with the same surroundings all lead to one vacancy state. An average over all defect-free states, with chemical potentials included in the energies, then counts the vacancy $n$ times, and $c/(1-c)=\langle e^{-\beta E}\rangle_{\rm free}/n$.

## Finite sampling

In a supercell calculation the average is replaced by $N$ energies $E_i$, here taken from independently drawn cells with one site each. The direct estimate is

$$E_N=-kT\ln\bar x,\qquad \bar x=\frac1N\sum_{i=1}^N e^{-\beta E_i}.$$

### Lemma 3: scatter and bias

**Lemma.** The relative standard deviation of $\bar x$ is $\sqrt{(e^{s^2}-1)/N}$. For fixed $s$ and large $N$, $E_N$ is on average too high by $kT(e^{s^2}-1)/(2N)$ to leading order in $1/N$.

**Proof.** From the two averages already found,

$$\frac{\langle x^2\rangle}{\langle x\rangle^2}=\frac{e^{-2\beta E_0+2s^2}}{e^{-2\beta E_0+s^2}}=e^{s^2}.$$

The relative variance of one term is thus $e^{s^2}-1$, and independence divides it by $N$. Now write $\bar x=c_B(1+\delta)$ with $\langle\delta\rangle=0$. Then $E_N=E_{\rm eff}-kT(\delta-\delta^2/2+\dots)$. The linear term averages to zero and the quadratic one to $+kT\langle\delta^2\rangle/2$. At fixed $s$ the later terms average to order $1/N^2$ or smaller. ∎

The direct average is reliable for $N\gg e^{s^2}$. This number grows very fast on cooling, because $s^2$ is proportional to $1/T^2$.

### Lemma 4: the unsampled tail

**Lemma.** Let $a$ be defined by $N\Phi(-a)=1$, so that one sample is expected below $E_0-a\sigma$. Energies below this value carry the share $\Phi(s-a)$ of the exact average.

**Proof.** By Lemma 1 the weighted variable $z=(E-E_0)/\sigma$ is normal with unit width and mean $-s$. The probability of $z<-a$ is therefore $\Phi(-a+s)$. ∎

At $s=a$, or $kT=\sigma/a$, half of the exact average comes from energies of which the sample is expected to contain one. This marks the onset of failure; it does not mean that a typical sample returns half the true value. For large $N$ the tail obeys $\Phi(-a)\simeq e^{-a^2/2}/(a\sqrt{2\pi})$, so $a\simeq\sqrt{2\ln N}$ to leading order, and extra samples lower the temperature limit slowly.

**Remark: the floor.** The sum in $\bar x$ is at least its largest term and at most $N$ times that term. Taking the logarithm gives

$$E_{\min}\le E_N\le E_{\min}+kT\ln N .$$

A finite sample therefore cannot follow $-\sigma^2/(2kT)$ to arbitrarily low energies. The median $m$ of the lowest energy follows from requiring that all $N$ samples lie above it with probability one half:

$$\left[1-\Phi\!\left(\frac{m-E_0}{\sigma}\right)\right]^N=\frac12,\qquad m=E_0+\sigma\,\Phi^{-1}(1-2^{-1/N}).$$

When $E_{\rm eff}<m$, more than half of all samples must give too high a value.

**Remark: using the sample variance.** One may instead insert the sample mean $\bar E$ and the unbiased sample variance $S^2$ into the theorem: $E_{\rm mv}=\bar E-S^2/(2kT)$. For Gaussian data an orthogonal rotation of the $N$ variables turns the mean into one component and $S^2$ into a sum of squares of the others, so the two are independent. Their variances are $\sigma^2/N$ and $2\sigma^4/(N-1)$. Hence

$$\operatorname{sd}(E_{\rm mv})=\sigma\sqrt{\frac1N+\frac{s^2}{2(N-1)}} .$$

For large $s$ this is small compared with $kT$ if $N\gg s^4/2$, a much weaker demand than $N\gg e^{s^2}$. The gain rests on the assumed Gaussian shape, which the data have not shown in the tail.

### Which limit comes first on cooling

Sampling fails near $kT=\sigma/a$ and the dilute form near $kT_h=\sigma^2/E_0$. The first temperature is higher when $E_0/\sigma>a$. By the definition of $a$, this is the same as $N\Phi(-E_0/\sigma)<1$: fewer than one site of negative energy is expected among the $N$. The same criterion applies to a real crystal, with $N$ its number of sites, if these are treated as independent.

## Worked example

Take $E_0=1.80$ eV, $\sigma=0.15$ eV and $N=60$. At 1200 K, $kT=0.1034$ eV and

$$\frac{\sigma^2}{2kT}=\frac{0.0225}{2\times0.1034}=0.109\ {\rm eV},\qquad E_{\rm eff}=1.691\ {\rm eV}.$$

The site fraction is $7.9\times10^{-8}$, larger by a factor 2.86 than without the spread. The next table compares $E_{\rm eff}$ with the median direct estimate from simulated sets of 60 energies. Its last column is the standard deviation of $E_{\rm mv}$.

| $T$ (K) | $E_{\rm eff}$ (eV) | median $E_N$ (eV) | sd of $E_{\rm mv}$ (eV) |
|---|---|---|---|
| 1200 | 1.691 | 1.698 | 0.028 |
| 900 | 1.655 | 1.670 | 0.033 |
| 600 | 1.582 | 1.625 | 0.044 |
| 300 | 1.365 | 1.555 | 0.082 |

At 1200 K the relative scatter of the sampled site fraction is 0.35; 720 cells would reduce it to 10%. At 600 K the same standard deviation needs $4.5\times10^5$ cells. By Lemma 1 with $2\beta$, the variance there comes mainly from energies near $E_0-2s\sigma$, which few sets of that size contain, so most such sets lie closer to the exact value than this figure suggests. The mean-variance estimate of the energy has no bias for Gaussian data (the fraction $e^{-E_{\rm mv}/kT}$ is too high on average, because the exponential is convex), but with 60 cells its scatter at 600 K is still $0.0445/0.0517=0.86$ in units of $kT$, an uncertainty of about $e^{0.86}\approx2.4$ as a factor in $c$.

For 60 samples $a=2.13$, which places the tail limit at 818 K. The median sampled average there is 0.76 of the exact one, so the typical loss is still moderate. The median lowest energy is 1.459 eV, and $E_{\rm eff}$ falls below it under 383 K. The 300 K row lies in this region, and its median direct estimate is too high by 0.19 eV.

Saturation plays no part in these rows: $T_h=145$ K. For $10^{20}$ independent sites the tail limit is 188 K, so even then sampling fails before saturation.

**A case that saturates.** Let another species be held at a fixed chemical potential such that $E_0=0.60$ eV, with $\sigma=0.15$ eV as before. Now

$$kT_h=\frac{0.0225}{0.60}=0.0375\ {\rm eV},\qquad T_h=435\ {\rm K}.$$

At this temperature the dilute formula gives $3.35\times10^{-4}$ and the frozen fraction is $1.68\times10^{-4}$, the factor of two required by the theorem. The small total fraction gives no warning, because the few sites that dominate the average are the ones that fill. At 300 K the formula gives $1.70\times10^{-3}$ against a true $7.3\times10^{-5}$, an overestimate by a factor of 23. The share of sites with negative energy, the limit for $T\to0$, is $3.2\times10^{-5}$.

The error relative to $c_B$ is below 10% between 723 and 2363 K, and its smallest value in that window is 5.4%, at 1176 K. The upper edge belongs to the model only: about 6% of the sites are filled there, so the neglect of interactions is doubtful, and many alloys have melted at that temperature. With 60 samples the tail limit remains 818 K, so sampling fails first. With $10^{20}$ sites it is 188 K, and saturation comes first. This agrees with the criterion, since $E_0/\sigma=4$ lies between the two values of $a$.

## When the distribution is not Gaussian

The general expansion of the logarithm in cumulants $\kappa_n$ is

$$-kT\ln\langle e^{-\beta E}\rangle=\kappa_1-\frac{\kappa_2}{2kT}+\frac{\kappa_3}{6(kT)^2}-\dots$$

For a Gaussian the terms from $\kappa_3$ onward vanish. If the species of a finite number of neighbours determine the site energy, that energy is bounded. As a model, let each of 12 neighbours be a B atom with probability $p=\tfrac14$, independently, and let $E=E_0+J(n-3)$ for $n$ B atoms. One neighbour contributes the variance $p(1-p)J^2$ and the third central moment

$$\left[p(1-p)^3-(1-p)p^3\right]J^3=p(1-p)(1-2p)J^3 .$$

Independent contributions add, so $\kappa_2=2.25J^2$ and $\kappa_3=1.125J^3$. The choice $|J|=0.100$ eV reproduces $\sigma=0.15$ eV.

At 1200 K the model gives 1.709 eV for positive $J$ and 1.676 eV for negative $J$, against the Gaussian 1.691 eV. The differences are $+0.018$ and $-0.015$ eV, and the third-cumulant term, $\pm0.0175$ eV, is close to both. At 600 K the values are 1.649 and 1.537 eV against 1.582 eV. The differences are $+0.067$ and $-0.046$ eV, while the third term alone would give $\pm0.070$ eV, so higher terms matter.

For positive $J$ the lowest possible energy is $1.80-0.30=1.50$ eV, and $E_{\rm eff}$ cannot lie below it, because no term of the average exceeds $e^{-\beta E_{\min}}$. The Gaussian value at 300 K, 1.365 eV, is therefore impossible for positive $J$, however many cells are sampled.

## Comparison with real alloys

The vacancy parameters are round values in the rough range expected for concentrated fcc transition-metal alloys: a formation energy near 2 eV and a spread of one or two tenths of an eV. They describe no particular alloy. The disorder shift at 1200 K is 0.109 eV. A formation entropy of one $k$, neglected here, would lower the free energy by nearly as much, 0.103 eV. A $\sigma$ larger by 10% would lower it by 0.023 eV. Pairing is negligible here: with an assumed binding energy of 0.2 eV, a vacancy has $12\,c\,e^{0.2\,{\rm eV}/kT}=6.6\times10^{-6}$ vacant neighbours on average.

The frozen arrangement is the assumption that such an alloy breaks when hot. With an assumed uniform migration energy of 1.0 eV and attempt frequency of $10^{13}$ s$^{-1}$, the frozen vacancy fraction gives about 600 jumps per atom per second at 1200 K. This is a rough figure, since a uniform barrier ignores the differences in site energy, but the atoms clearly do not stay in place. If only the surroundings of a site equilibrate, the mobile and frozen formulas agree here for the same energy distribution, because saturation is negligible. If the site's own atom also equilibrates among $n$ species, the division by $n$ derived above applies to energies $E$ that contain the full chemical potentials. In an equimolar alloy with ideal mixing, each chemical potential includes the mixing term $-kT\ln n$. It lowers every $E$ by $kT\ln n$, which is 0.166 eV for five species at 1200 K, and this cancels the division. If the formation energies are computed without the mixing term, no factor $n$ remains in such an alloy. At low temperature the difficulty is kinetic. A vacancy that jumps to each of 12 neighbours at rate $\Gamma$ over a distance $d$ has the diffusion coefficient $D=12\Gamma d^2/6=2\Gamma d^2$, and the time it needs to cover a distance $L$ is of order $L^2/D$. The prefactor depends on the shape of the sinks: the mean time is $L^2/6D$ to a surrounding sphere of radius $L$ and $L^2/2D$ to two parallel planes, one at distance $L$ on either side. With $d=0.25$ nm and sinks $L=1000$ nm away, the estimate $L^2/D$ is 200 s at 600 K and $5\times10^{10}$ s at 300 K. It ignores trapping on low-energy sites. If all saddle points lie at one common level, 1.0 eV above a site of energy $E_0$, the mean residence time is longer by $e^{s^2/2}$, a factor of 67 at 600 K. For these parameters the 300 K row describes an equilibrium that would not be reached in practice. The numerical output lists the remaining intermediate values.

## Values computed for the example and the checks

```
Vacancy case: E0 = 1.80 eV, sigma = 0.15 eV, N = 60
T = 1200 K: kT = 0.10341 eV, s = 1.451
  shift = 0.1088 eV, Eeff = 1.6912 eV
  E* = 1.5824 eV, c = 7.893e-08, gain = 2.864
  median direct estimate = 1.6981 eV
  mean-variance estimate scatter = 0.0279 eV
  N for 10% scatter of c = 720
T = 900 K: kT = 0.07756 eV, s = 1.934
  shift = 0.1451 eV, Eeff = 1.6549 eV
  E* = 1.5099 eV, c = 5.404e-10, gain = 6.491
  median direct estimate = 1.6698 eV
  mean-variance estimate scatter = 0.0330 eV
  N for 10% scatter of c = 4.11e+03
T = 600 K: kT = 0.05170 eV, s = 2.901
  shift = 0.2176 eV, Eeff = 1.5824 eV
  E* = 1.3648 eV, c = 5.109e-14, gain = 67.24
  median direct estimate = 1.6254 eV
  mean-variance estimate scatter = 0.0445 eV
  N for 10% scatter of c = 4.52e+05
T = 300 K: kT = 0.02585 eV, s = 5.802
  shift = 0.4352 eV, Eeff = 1.3648 eV
  E* = 0.9297 eV, c = 1.180e-23, gain = 2.044e+07
  median direct estimate = 1.5552 eV
  mean-variance estimate scatter = 0.0824 eV
  N for 10% scatter of c = 4.18e+16
Relative scatter of c, N = 60, 1200 K: 0.346
Tail limit a = 2.128, temperature = 818 K
Median sampled/exact average there = 0.761
Median lowest sampled energy = 1.4589 eV
Eeff falls below it under 383 K
Tail limit for 1e20 sites = 188 K
Vacancy half-error temperature = 145 K
Saturation case: E0 = 0.60 eV, sigma = 0.15 eV
Half-error temperature = 435.2 K
  dilute c = 3.355e-04, frozen c = 1.677e-04
Error below 10% from 723 to 2363 K
Smallest error = 5.40 % at 1176 K
At 300 K: dilute c = 1.702e-03, frozen c = 7.267e-05
Share of sites with E < 0 = 3.167e-05
Bounded model: 12 neighbours, B fraction 0.25, J = 0.100 eV
  1200 K: Eeff(+J) = 1.7089 eV, Eeff(-J) = 1.6758 eV
  600 K: Eeff(+J) = 1.6493 eV, Eeff(-J) = 1.5366 eV
Formation entropy of 1 k at 1200 K: -0.1034 eV in Eeff
Sigma larger by 10%, 1200 K: -0.0228 eV in Eeff
Assumed: binding 0.2 eV, migration 1.0 eV,
  attempt 1e+13 1/s, jump 0.25 nm, sink 1000 nm
Neighbouring vacancies per vacancy, 1200 K: 6.55e-06
Jump rate per atom, 1200 K: 598 1/s
Time to sinks: 201 s at 600 K, 5.04e+10 s at 300 K
```
